# The spontaneous 2p to 1s decay rate of one-electron atoms

## Problem

A single electron is bound to a fixed point nucleus of charge $Z$. It starts in a 2p state, with no photons present. Neglecting spin and relativity, find the rate $A$ of spontaneous decay to 1s and the lifetime $1/A$ for hydrogen. How does the rate change with $Z$?

Hartree atomic units are used: $\hbar=m=e=4\pi\varepsilon_0=1$, so $c=1/\alpha$, with $\alpha$ the fine-structure constant. The transition frequency is $\omega=E_{2p}-E_{1s}$, and the dipole vector is $\mathbf d=\langle 1s|\mathbf r|2p\rangle$.

## A tempting solution

For light of wavelength much longer than the atom, the decay rate is a sum over photon directions $\mathbf n$ and polarizations $\boldsymbol\epsilon$:

$$A=\frac{\alpha^3\omega^3}{2\pi}\int d\Omega\sum_{\boldsymbol\epsilon}|\boldsymbol\epsilon^*\cdot\mathbf d|^2. \tag{1}$$

This formula is correct and is derived below. The tempting argument continues as follows. "The polarization basis is ours to choose. Take one vector along $\mathbf d$ and the other perpendicular to it. The first contributes $|\mathbf d|^2$ and the second nothing. The integral over directions is then $4\pi|\mathbf d|^2$, and $A=2\alpha^3\omega^3|\mathbf d|^2$."

For hydrogen, $\omega=0.3750$ hartree and $|\mathbf d|^2=0.55493$ bohr$^2$, both also derived below. The argument gives

$$A=2(3.88594\times10^{-7})(0.3750)^3(0.55493)=2.274\times10^{-8}$$

atomic units. Division by the atomic unit of time, $2.418884\times10^{-17}$ s, gives $9.40\times10^8\ \mathrm{s^{-1}}$.

## The fault

The polarization basis can be chosen freely only within the plane perpendicular to $\mathbf n$, because a light wave is transverse. A polarization vector can lie along a real $\mathbf d$ only if $\mathbf n\perp\mathbf d$. In the extreme case $\mathbf n\parallel\mathbf d$, both polarizations are perpendicular to $\mathbf d$ and no light is emitted. The argument gave every direction the strength of the most favourable one, so its rate is too large.

## Correct solution

### Coupling to one mode

Enclose the field in a box of volume $V$. The electron has charge $-1$, so its kinetic energy is $(\mathbf p+\mathbf A)^2/2$, and for a transverse field the term linear in $\mathbf A$ is $\mathbf A\cdot\mathbf p$. At long wavelength $\mathbf A^2/2$ contains no electron operator, so it cannot change 2p into 1s.

Write one mode of frequency $\omega_k$ as

$$\mathbf A=N\left(\boldsymbol\epsilon\,a\,e^{i\mathbf k\cdot\mathbf r}+\boldsymbol\epsilon^*a^\dagger e^{-i\mathbf k\cdot\mathbf r}\right).$$

Its vacuum energy fixes $N$. The electric field has mean square $\omega_k^2N^2$, and the electric and magnetic energies are equal. With $\varepsilon_0=1/4\pi$ the total is $V\omega_k^2N^2/4\pi$. Setting this equal to $\omega_k/2$ gives $N^2=2\pi/(\omega_kV)$. The matrix element for emission is therefore

$$M=\sqrt{\frac{2\pi}{\omega_kV}}\;\boldsymbol\epsilon^*\cdot\langle1s|e^{-i\mathbf k\cdot\mathbf r}\mathbf p|2p\rangle .$$

The atom has size of order $1/Z$ and, as found below, $k=\alpha\omega=3Z^2\alpha/8$. The phase $\mathbf k\cdot\mathbf r$ is thus of order $Z\alpha$. For $Z\alpha\ll1$ we replace the exponential by 1.

With $H=p^2/2-Z/r$, the commutator is $[H,\mathbf r]=-i\mathbf p$, so $\mathbf p=i[H,\mathbf r]$ and

$$\langle1s|\mathbf p|2p\rangle=i(E_{1s}-E_{2p})\mathbf d=-i\omega\mathbf d.$$

On resonance, $\omega_k=\omega$, this gives

$$|M|^2=\frac{2\pi\omega}{V}|\boldsymbol\epsilon^*\cdot\mathbf d|^2.$$

### From coupling to exponential decay

Let $c(t)$ be the amplitude of 2p with no photon, and $b_j(t)$ that of 1s with one photon in mode $j$, with the free oscillations removed. We keep only these states. The field also couples 2p to other atomic states plus a photon, but none of those lies below 2p, so energy cannot be conserved with a real photon. At this order they shift the level without emptying it. Within the states kept, the Schrödinger equation gives

$$i\dot c=\sum_jM_j^*e^{i(\omega-\omega_j)t}b_j,\qquad i\dot b_j=M_je^{-i(\omega-\omega_j)t}c.$$

Since $b_j(0)=0$, integrating the second equation and inserting it in the first yields

$$\dot c(t)=-\int_0^tdt'\sum_j|M_j|^2e^{i(\omega-\omega_j)(t-t')}c(t').$$

Let $S(\omega')$ be the sum of $|M_j|^2$ per unit frequency. It varies smoothly over a range of order $\omega$, so the memory of this equation is short, of order $1/\omega$. If $c$ changes little in that time, we may replace $c(t')$ by $c(t)$ and extend the time integral to infinity:

$$\int_0^\infty d\tau\,e^{i(\omega-\omega')\tau}=\pi\delta(\omega-\omega')+i\,\mathcal P\frac1{\omega-\omega'} .$$

Here $\mathcal P$ denotes the principal value. Its term is imaginary and only shifts the frequency. With $e^{-i\mathbf k\cdot\mathbf r}$ replaced by 1, $S(\omega')$ grows in proportion to $\omega'$ and this shift would diverge. Keeping the exponential, as is done in the last section, cuts $S$ off at $k$ of order $Z$. The shift from this channel is then finite, about $2\times10^{-6}\,\omega$ for hydrogen. The delta function gives $\dot c=-\pi S(\omega)c$, hence

$$|c|^2=e^{-2\pi S(\omega)t},\qquad A=2\pi S(\omega).$$

### Counting modes and polarizations

For each polarization the box has $V\,d^3k/(2\pi)^3=V\omega^2d\omega\,d\Omega/[(2\pi)^3c^3]$ modes. Therefore

$$A=2\pi\,\frac{V\omega^2}{(2\pi)^3c^3}\,\frac{2\pi\omega}{V}\int d\Omega\sum_{\boldsymbol\epsilon}|\boldsymbol\epsilon^*\cdot\mathbf d|^2 .$$

The volume cancels, the numerical factor is $(2\pi)^2/(2\pi)^3=1/2\pi$, and $1/c^3=\alpha^3$. This is equation (1).

Now the transversality enters. The two polarization vectors and $\mathbf n$ form an orthonormal basis, so

$$\sum_{\boldsymbol\epsilon}|\boldsymbol\epsilon^*\cdot\mathbf d|^2=|\mathbf d|^2-|\mathbf n\cdot\mathbf d|^2 .$$

By symmetry $\int n_in_j\,d\Omega=(4\pi/3)\delta_{ij}$. The integral over directions is $4\pi|\mathbf d|^2-(4\pi/3)|\mathbf d|^2=(8\pi/3)|\mathbf d|^2$, and

$$A=\frac43\alpha^3\omega^3|\mathbf d|^2. \tag{2}$$

This is two thirds of the tempting result.

### Frequency and dipole

The levels are $E_n=-Z^2/(2n^2)$, so

$$\omega=\frac{Z^2}{2}\left(1-\frac14\right)=\frac{3Z^2}{8}.$$

The 2s level is degenerate with 2p in this model. A transition to it would have zero frequency, and (2) gives it zero rate. The decay to 1s is therefore the whole dipole decay of 2p.

For $m=0$ the normalized states are

$$\psi_{1s}=\sqrt{\frac{Z^3}{\pi}}\,e^{-Zr},\qquad \psi_{2p_0}=\frac{Z^{5/2}}{4\sqrt{2\pi}}\,r\cos\theta\,e^{-Zr/2}.$$

Only the $z$ component of $\mathbf d$ survives the integration over the azimuth. With $z=r\cos\theta$ and the volume factor $r^2$,

$$d_z=\frac{Z^4}{4\sqrt2\,\pi}\int\cos^2\theta\,d\Omega\int_0^\infty r^4e^{-3Zr/2}dr .$$

The angular integral is $4\pi/3$. The radial one is $4!\,(2/3Z)^5=768/(243Z^5)$. Hence

$$d_z=\frac{Z^4}{3\sqrt2}\,\frac{768}{243Z^5}=\frac{256}{243\sqrt2\,Z},\qquad |\mathbf d|^2=\frac{2^{15}}{3^{10}Z^2}.$$

The states $m=\pm1$ are $\mp(\psi_x\pm i\psi_y)/\sqrt2$, where $\psi_x$ and $\psi_y$ are $\psi_{2p_0}$ with $z$ replaced by $x$ and $y$. Their dipole vectors are $\mp d_z(\hat{\mathbf x}\pm i\hat{\mathbf y})/\sqrt2$, with the same squared length. All three states decay at the same rate. Their dipole vectors are mutually orthogonal, so after the sum over directions and polarizations the field does not mix them.

### Result

Insertion in (2) gives

$$A=\frac43\,\alpha^3\,\frac{3^3Z^6}{2^9}\,\frac{2^{15}}{3^{10}Z^2}=\left(\frac23\right)^8\alpha^3Z^4 .$$

The atomic unit of time is $\hbar/(\alpha^2mc^2)$. Dividing by it gives, in ordinary units,

$$A=\left(\frac23\right)^8Z^4\,\frac{\alpha^5mc^2}{\hbar}.$$

For hydrogen,

$$A=0.039018\times3.88594\times10^{-7}=1.5162\times10^{-8}\ \text{atomic units},$$

$$A=\frac{1.5162\times10^{-8}}{2.418884\times10^{-17}\ \mathrm s}=6.27\times10^8\ \mathrm{s^{-1}},\qquad \frac1A=1.6\ \mathrm{ns}.$$

During one lifetime the phase $\omega t$ advances by $\omega/A=2.47\times10^7$ rad. Both $A$ and the frequency shift from the 1s channel are tiny compared with $\omega$, so the amplitude $c$ changes very little in a time $1/\omega$, as the derivation of exponential decay required. The shift from the omitted channels is not computed here. Their sum is not cut off at $k$ of order $Z$, and it needs renormalization of the electron mass.

## The meaning of $Z^4$

A stronger nuclear charge raises the frequency as $Z^2$, which contributes $Z^6$ through $\omega^3$. It also shrinks the orbitals as $1/Z$, which contributes $Z^{-2}$ through $|\mathbf d|^2$. Keeping hydrogen's dipole for every ion would wrongly give $Z^6$.

For $Z=2$ the rate is $2^4=16$ times that of hydrogen, $1.00\times10^{10}\ \mathrm{s^{-1}}$, and the lifetime is 0.100 ns. For $Z=3$ the factor is $3^4=81$, the rate $5.08\times10^{10}\ \mathrm{s^{-1}}$ and the lifetime 0.0197 ns.

## Where the result needs correction

**Finite wavelength.** Keep $e^{-i\mathbf k\cdot\mathbf r}$ but retain the nonrelativistic states. Since $\boldsymbol\epsilon^*\cdot\mathbf k=0$, the derivative in $\boldsymbol\epsilon^*\cdot\mathbf p$ can be moved onto $\psi_{1s}$, whose gradient is $-Z(\mathbf r/r)\psi_{1s}$. With $a=3Z/2$, the integrals needed are

$$\int\frac{r_ir_j}{r}e^{-ar-i\mathbf k\cdot\mathbf r}d^3r=-\frac{\partial^2}{\partial k_i\partial k_j}\frac{4\pi}{a^2+k^2}=\frac{8\pi\delta_{ij}}{(a^2+k^2)^2}-\frac{32\pi k_ik_j}{(a^2+k^2)^3}.$$

The last term vanishes on contraction with $\boldsymbol\epsilon^*$. The amplitude is thus multiplied by $(1+k^2/a^2)^{-2}$, where $k/a=(3Z^2\alpha/8)/(3Z/2)=Z\alpha/4$. The rate acquires the factor $[1+(Z\alpha/4)^2]^{-4}$, a relative loss of $1.3\times10^{-5}$ for $Z=1$ and about 1.2% for $Z=30$. The electron's speed is of order $Z\alpha c$, so relativistic changes of the states also enter at relative order $(Z\alpha)^2$. This factor is therefore only one part of the correction at that order, and by itself it fixes neither the size nor the sign of the total.

**Motion of the proton.** In hydrogen with zero total momentum, the proton has momentum $-\mathbf p$ and the opposite charge. The two couplings add to $\mathbf A\cdot\mathbf p\,(1/m+1/M)=\mathbf A\cdot\mathbf p/\mu$, with $M$ the proton mass and $\mu$ the reduced mass. Since $\mathbf p/\mu=i[H,\mathbf r]$ for the relative motion, (2) keeps its form. Now $\omega\propto\mu$ and $|\mathbf d|\propto1/\mu$, so $A\propto\mu^3/\mu^2=\mu$. With photon recoil neglected, the rate is multiplied by 0.999456 and becomes $6.265\times10^8\ \mathrm{s^{-1}}$.

The numerical check tests the polarization sum by adding up individual box modes, and the $Z^4$ law by solving the radial equation for three nuclear charges.

## Values computed for the example and the checks

```
fine-structure constant alpha = 0.007297353
alpha^3 = 3.88594e-07
atomic unit of time = 2.418884e-17 s
Hydrogen, Z = 1, from the formulas:
  transition frequency omega = 0.3750 hartree
  dipole d_z = 0.74494 bohr
  squared dipole = 0.55493 bohr^2
  (2/3)^8 = 0.039018
  decay rate = 1.51623e-08 atomic units
  decay rate = 6.2683e+08 1/s
  lifetime = 1.5953 ns
  omega * lifetime = 2.473e+07 rad
Formula for other nuclear charges:
  Z = 2: rate = 1.0029e+10 1/s, lifetime = 0.09971 ns
  Z = 3: rate = 5.0773e+10 1/s, lifetime = 0.01970 ns
Radial equation solved on a grid:
  Z = 1: omega = 0.37500 hartree, d_z = 0.74494 bohr, rate = 6.2683e+08 1/s
  Z = 2: omega = 1.49995 hartree, d_z = 0.37248 bohr, rate = 1.0029e+10 1/s
  Z = 3: omega = 3.37474 hartree, d_z = 0.24833 bohr, rate = 5.0769e+10 1/s
  exponent of Z between Z = 1 and 3 = 3.9999
  rate ratio, reduced mass 1/2 to 1 = 0.5000
Sum over box modes and polarizations:
  modes counted = 366200
  rate from sum / rate from formula = 1.0014
Survival probability of 2p, diagonalization and exponential:
  t = 0.5 lifetimes: 0.6090 and 0.6065
  t = 1.0 lifetimes: 0.3685 and 0.3679
  t = 2.0 lifetimes: 0.1350 and 0.1353
Size of neglected effects:
  hydrogen, moving proton: rate factor = 0.999456
  hydrogen, moving proton: rate = 6.2649e+08 1/s
  photon phase, Z = 1: relative loss of rate = 1.331e-05
  photon phase, Z = 30: relative loss of rate = 1.189e-02
```
